# Collinear impact ionization in graphene and the effect of level broadening

**Question.** In ideal graphene, an energetic electron can give energy to a valence electron and lift it across the Dirac point. Why do energy and momentum conservation require all the momenta in this process to lie on one line, and what changes when the levels have a finite width?

**Answer.**

**The mechanism**

Take one Dirac cone with energies $\pm\hbar v|\mathbf k|$, a full valence band and an empty conduction band. A conduction electron $\mathbf k_1$ scatters to $\mathbf p$, while a valence electron $\mathbf k_2$ goes to the conduction state $\mathbf r$. Conservation requires

$$\mathbf k_1+\mathbf k_2=\mathbf p+\mathbf r,\qquad |\mathbf k_1|-|\mathbf k_2|=|\mathbf p|+|\mathbf r| .$$

The minus sign appears because the valence electron starts at negative energy. Define the hole momentum $\mathbf h=-\mathbf k_2$. Then

$$\mathbf k_1=\mathbf p+\mathbf r+\mathbf h,\qquad |\mathbf k_1|=|\mathbf p|+|\mathbf r|+|\mathbf h| .$$

One particle has become three, and the energy of each is proportional to the length of its momentum. The triangle inequality says that the three lengths add up to at least $|\mathbf k_1|$, with equality when all three vectors point along $\mathbf k_1$. Any sideways momentum lengthens the path and costs energy that the electron does not have. The valence electron itself had momentum $-\mathbf h$, so it was moving on the same line with its wave vector reversed.

The spinors do not forbid this process. The squared overlap of two Dirac states is $(1+\tau\cos\theta)/2$, where $\theta$ is the angle between their wave vectors and $\tau=+1$ within a band, $-1$ between bands. For $\mathbf k_1\to\mathbf p$, $\tau=1$ and $\theta=0$; for $\mathbf k_2\to\mathbf r$, $\tau=-1$ and $\theta=\pi$. Both overlaps equal one.

**How much a small angle costs**

From here on $|\mathbf k_1|=1$ and $\hbar v=1$. Define the mismatch

$$D=|\mathbf p|+|\mathbf r|+|\mathbf h|-1\ge 0 .$$

Let the products have positive components $a,b,c$ along $\mathbf k_1$, with $a+b+c=1$, and small transverse components $y_a$, $y_b$ and $-(y_a+y_b)$. Since $\sqrt{a^2+y^2}\approx a+y^2/(2a)$,

$$D\approx\frac12\left[\frac{y_a^2}{a}+\frac{y_b^2}{b}+\frac{(y_a+y_b)^2}{c}\right]=\frac12\,y^TMy,$$

$$M=\begin{pmatrix}1/a+1/c&1/c\\1/c&1/b+1/c\end{pmatrix},\qquad \det M=\frac{a+b+c}{abc}=\frac1{abc}.$$

The region $D<\eta$ is therefore an ellipse of area $2\pi\eta/\sqrt{\det M}=2\pi\eta\sqrt{abc}$. The area is linear in $\eta$ because there are two transverse directions and the cost is quadratic in both.

To find the angles, set $u=M^{1/2}y$. States with $D=\eta$ lie uniformly on the circle $|u|^2=2\eta$, so each component of $u$ has mean square $\eta$, and

$$\langle y_a^2\rangle=\eta\,(M^{-1})_{aa}=\eta\,abc\left(\frac1b+\frac1c\right)=\eta\,a(1-a).$$

Dividing by $a^2$ gives the rms angle of product $a$ in the small-angle limit:

$$\theta_a=\sqrt{\eta\left(\frac1a-1\right)} .$$

The angle grows as the square root of the mismatch, so a small energy uncertainty opens a wide cone.

**The phase space without the small-angle approximation**

Let $V(\eta)$ be the volume of final momenta $(\mathbf p,\mathbf r)$ with $D<\eta$, and write $\lambda=1+\eta$. Fix $\mathbf p$, with length $p$ and angle $\theta$ from $\mathbf k_1$. The other two products share energy $W=\lambda-p$ and momentum $Q=|\mathbf k_1-\mathbf p|$. The condition $|\mathbf r|+|\mathbf k_1-\mathbf p-\mathbf r|<W$ describes an ellipse with foci a distance $Q$ apart. Its semi-axes are $W/2$ and $\sqrt{W^2-Q^2}/2$, and its area is $(\pi/4)W\sqrt{W^2-Q^2}$.

With $S=\lambda^2-1$ and $\Delta=\lambda-\cos\theta$,

$$W^2-Q^2=(\lambda-p)^2-(1+p^2-2p\cos\theta)=S-2p\Delta,$$

$$V=\frac\pi4\int_0^{2\pi}d\theta\int_0^{S/2\Delta}dp\;p\,(\lambda-p)\sqrt{S-2p\Delta}.$$

Substitute $p=St/(2\Delta)$ and use $\int_0^1t\sqrt{1-t}\,dt=4/15$ and $\int_0^1t^2\sqrt{1-t}\,dt=16/105$. The inner integral becomes

$$\sqrt S\left[\lambda\frac{S^2}{4\Delta^2}\frac4{15}-\frac{S^3}{8\Delta^3}\frac{16}{105}\right]=\frac{\lambda S^{5/2}}{15\Delta^2}-\frac{2S^{7/2}}{105\Delta^3}.$$

The angular integrals follow from $\int_0^{2\pi}d\theta/\Delta=2\pi S^{-1/2}$ by differentiating with respect to $\lambda$:

$$\int_0^{2\pi}\frac{d\theta}{\Delta^2}=\frac{2\pi\lambda}{S^{3/2}},\qquad \int_0^{2\pi}\frac{d\theta}{\Delta^3}=\frac{\pi(2\lambda^2+1)}{S^{5/2}}.$$

Therefore

$$V=\frac\pi4\left[\frac{2\pi\lambda^2S}{15}-\frac{2\pi S(2\lambda^2+1)}{105}\right]=\frac{\pi^2}{210}(\lambda^2-1)(5\lambda^2-1).$$

At $\eta=0$ the volume vanishes: the ideal process occupies no volume in momentum space. This does not yet mean that its rate is zero, because the golden rule contains $\delta(D)$, which is infinitely high where $D=0$. What matters is the density of states per unit mismatch,

$$G=\frac{dV}{d\lambda}=\frac{2\pi^2}{105}\lambda(5\lambda^2-3)\quad(\lambda>1),\qquad G=0\quad(\lambda<1).$$

Just above threshold $G=G_0=4\pi^2/105\approx0.376$; just below, it is zero. The sharp delta function sits on the edge of this step, where its integral has no definite value. Conservation fixes the directions, but the weight of the process depends on how the delta function is approached.

**What broadening does**

A state with a finite lifetime has no sharp energy. Final states whose nominal band energies add up to slightly more than the initial energy then become accessible. Represent the combined width of all the levels involved by a Gaussian in $D$ with standard deviation $s$, in units of the initial electron energy. With $\lambda=1+x$,

$$\frac{G}{G_0}=\frac{(1+x)\left[5(1+x)^2-3\right]}2=1+6x+\frac{15}2x^2+\frac52x^3 .$$

Integrated over $x>0$, the Gaussian times $1,x,x^2,x^3$ gives $1/2$, $s/\sqrt{2\pi}$, $s^2/2$ and $2s^3/\sqrt{2\pi}$. The broadened phase space $P$ is thus

$$\frac P{G_0}=\frac12+\frac{6s}{\sqrt{2\pi}}+\frac{15s^2}4+\frac{5s^3}{\sqrt{2\pi}} .$$

For small $s$, the accessible volume grows as $s$ while the height of the Gaussian falls as $1/s$. The product tends to half the step, since half of a symmetric line lies above threshold. Broadening thus turns a line of allowed directions into a cone. For a symmetric line centred on the ideal-cone energy, it also gives the phase space a definite value that does not vanish with the width. If the centre is shifted, the limit is different and can be zero.

The line shape matters too. A Lorentzian falls as $1/x^2$ while $G$ grows as $x^3$, so the integral diverges unless the tail is cut off.

**The number**

Take $v=10^6$ m/s, an electron energy of 0.300 eV and a Gaussian standard deviation of 15 meV. Then $\hbar v=0.658$ eV nm, $k_1=0.300/0.658=0.456$ nm$^{-1}$ and $s=15/300=0.05$.

If the three products share the momentum equally, $a=1/3$. A mismatch of one standard deviation gives $\theta_a=\sqrt{2\times0.05}=0.316$ rad, or 18.1°. Solving for the unexpanded $D$ numerically gives 17.6°. "Collinear" has become a rather loose description.

The phase space relative to the step is

$$0.5+0.1197+0.0094+0.0002=0.629 .$$

In ordinary units, $P=0.629\,G_0k_1^4/(0.300\ \text{eV})=0.034$ nm$^{-4}$ eV$^{-1}$. This counts ordered final momenta without spin, valley or Coulomb factors; it is not a rate.

At fixed electron energy, raising the width from 1.5 to 30 meV increases the volume with mismatch below one width from $8.2\times10^{-5}$ to $2.15\times10^{-3}$ nm$^{-4}$, a factor of 26. Over the same range $P/G_0$ rises only from 0.51 to 0.78. A Lorentzian of half width 15 meV gives 0.74 if cut off at a mismatch of 150 meV, and 0.90 at 300 meV.

**When the band is not straight**

The restriction rests on linearity. For a band $E\propto k^n$, three equal collinear products cost $3(1/3)^n=3^{1-n}$ of the initial energy. If $n>1$ this is below one, and the surplus can pay for sideways motion: ionization at finite angles is allowed even with sharp levels. If $n<1$, let $L\ge1$ be the sum of the three lengths. Each fraction $f$ of $L$ satisfies $f^n\ge f$, so the total cost is at least $L^n\ge1$. Equality requires two products to have zero momentum, and even ordinary collinear ionization is closed.

Exchange with the filled valence band bends the cone in this second way. Let $\mathbf q$ be a valence wave vector at angle $\theta$ to $\mathbf k$, and let the Coulomb interaction be $2\pi\alpha/|\mathbf k-\mathbf q|$, where $\alpha=e^2/(4\pi\varepsilon_0\kappa\hbar v)$. The overlaps $(1\mp\cos\theta)/2$ shift the conduction and valence bands differently. Apart from a common shift, the conduction energy rises by

$$\frac12\int\frac{d^2q}{(2\pi)^2}\frac{2\pi\alpha\cos\theta}{|\mathbf k-\mathbf q|}\approx\frac{\alpha k}{4\pi}\int_k^\Lambda\frac{dq}q\int_0^{2\pi}\cos^2\theta\,d\theta=\frac\alpha4k\ln\frac\Lambda k .$$

Here $\Lambda$ is the band cutoff, and $1/|\mathbf k-\mathbf q|\approx1/q+k\cos\theta/q^2$ was used for $q\gg k$. To leading logarithm, with $v$ defined as energy over $\hbar k$ at $k_1$, the band is $k[1-(\alpha/4)\ln k]$.

For a dielectric constant $\kappa=4$, $\alpha=0.547$. Equal sharing then misses energy conservation by $(0.547/4)\ln3\times300=45$ meV, three standard deviations. Numerical sampling of the final momenta with this band reduces the Gaussian phase space to 0.025 of its ideal-cone value. This first-order estimate leaves out screening by the electrons of graphene, so it indicates a size and is not a prediction.

**Real graphene**

The velocity, the dielectric constant and the width are rough, graphene-like values; the width sets a time $\hbar/(15\ \text{meV})=44$ fs, in which the amplitude of a state with this Gaussian line falls to $e^{-1/2}$ of its initial value. This is not an exponential lifetime. Real samples depart from the ideal cone. The exchange estimate above gives a strong reduction, but its size depends on screening: dividing $\alpha$ by graphene's static dielectric function, $1+\pi\alpha/2=1.86$, raises the phase-space factor from 0.025 to 0.18. Keeping the frequency dependence of the screening changes the coefficient of the logarithm from 0.074 to 0.080 and gives 0.15 instead. Other corrections, each estimated separately, are:

- **Lattice bands.** A nearest-neighbour band with a bond length of 0.142 nm shifts the equal-share mismatch by −4.2 to +4.5 meV, depending on direction. The phase space changes by factors from 0.76 to 1.26. A second-neighbour hopping of $\pm0.1$ times the first would move these shifts by about 2.5 meV and widen the range of factors to 0.64–1.41. Where the shift is negative, the nearest-neighbour band alone allows ionization at finite angles with sharp levels. Adding the statically screened exchange shrinks this open region several hundredfold, leaving only final states in which the hole carries almost all the momentum.
- **Temperature.** At 300 K, with the chemical potential at the Dirac point, the chance that both final conduction states are empty and the initial valence state is filled averages 0.77. The reverse process is not included.
- **Screening.** This acts on the Coulomb matrix element. A collinear transfer has frequency $\omega$ equal to its wave number $q$, the threshold for creating pairs. Pairs of energy $W$ and total momentum $q$ lie on an ellipse like the one above. Write the electron and hole momentum lengths as $(W\pm q\cos\nu)/2$, where $\nu$ runs from 0 to $2\pi$ around the ellipse. In these elliptic coordinates the area element is $(W^2-q^2\cos^2\nu)\,dW\,d\nu/(4\sqrt{W^2-q^2})$. If $\gamma$ is the angle between the electron and hole momenta, the spinor overlap is $(1+\cos\gamma)/2$, and the cosine rule turns it into $q^2\sin^2\nu/(W^2-q^2\cos^2\nu)$. Multiplying the two and integrating over $\nu$ gives the overlap-weighted density per unit energy, $\pi q^2/(4\sqrt{W^2-q^2})$. Each pair contributes $-2W/(W^2-\omega^2)$ to the response, and momentum states are counted with a factor $1/(2\pi)^2$. Summing over four spin-valley species gives

$$\chi=-\frac{q^2}{4\pi}\int_q^\infty\frac{2W\,dW}{(W^2-\omega^2)\sqrt{W^2-q^2}}=-\frac{q^2}{4\sqrt{q^2-\omega^2}},$$

where $x=\sqrt{W^2-q^2}$ turns the integral into $\int_0^\infty 2\,dx/(x^2+q^2-\omega^2)$. In the random-phase approximation the dielectric function is $1+(\pi\alpha/2)q/\sqrt{q^2-\omega^2}$, which diverges for collinear transfers. Take $\omega$ as the energy lost by the incoming electron, give it an imaginary part of 15 meV, and average over the Gaussian phase space alone, without the Coulomb factor or the spinor overlaps. The mean of $1/|\epsilon|^2$ is then 0.12, against 0.29 for static screening. With a mismatch the choice of $\omega$ is not unique, and using the energy of the created pair gives 0.15. Broadening therefore also keeps the interaction from being screened away completely.

These factors are not independent and should not be multiplied into a rate. A quantitative rate needs the bent band, the screened interaction and the spectral line shape treated together.

Numbers in the example were calculated in double precision.
